# Sliding Speed and Removal in Chemical-Mechanical Planarization with Matched Rotation: a program that tests the result

```python
"""
Result under test: a wafer and a pad turning in the same sense at the same
angular speed omega, with axes a distance d apart, slide over each other with
the uniform speed v = omega*d.

Symbols: plane positions are complex numbers x + i*y in metres, with the pad
centre at 0 and the wafer centre at d. Angular speeds are in rad/s, positive
counter-clockwise. Relative velocity is wafer minus pad at one place and time.
Removal follows Preston's law: rate = K * pressure * speed.
Process values are rough typical ones for copper polishing.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge

# Inputs
rpm = 60.0
d = 0.2                       # m
wafer_radius = 0.15           # m
pad_radius = 0.38             # m
pressure = 14e3               # Pa
preston = 5e-13               # 1/Pa
thickness = 500e-9            # m
mismatched_rpm = 57.0
sweep_amplitude = 0.010       # m
sweep_period = 10.0           # s
edge_pressure_excess = 0.10
friction = 0.3
slurry_flow = 300e-6 / 60     # m^3/s
slurry_density = 1000.0       # kg/m^3
slurry_heat = 4180.0          # J/(kg K)
activation_eV = 0.3
start_temperature = 298.0     # K

omega = 2 * np.pi * rpm / 60
speed = omega * d


def fixed_centre(t):
    return d + 0 * t


def swept_centre(t):
    return d + sweep_amplitude * np.sin(2 * np.pi * t / sweep_period)


def sliding_velocity(r, t, w_wafer, w_pad, centre=fixed_centre):
    """Differentiate the paths of the two material points that meet at r."""
    place = centre(t) + r
    wafer_label = r * np.exp(-1j * w_wafer * t)
    pad_label = place * np.exp(-1j * w_pad * t)
    h = 1e-5

    def separation(s):
        wafer_point = centre(s) + wafer_label * np.exp(1j * w_wafer * s)
        return wafer_point - pad_label * np.exp(1j * w_pad * s)

    return (separation(t + h) - separation(t - h)) / (2 * h)


def trace_on_pad(label, t, w_wafer, w_pad):
    """Path of one wafer point as seen by an observer riding on the pad."""
    return np.exp(-1j * w_pad * t) * (d + label * np.exp(1j * w_wafer * t))


def path_length(path):
    return np.sum(np.abs(np.diff(path)))


angles = 2 * np.pi * np.arange(72) / 72
radii = np.linspace(0, wafer_radius, 31)
wafer = (radii[:, None] * np.exp(1j * angles)).ravel()

# The whole wafer stays on the pad
assert np.max(np.abs(d + wafer)) < pad_radius

# General relative velocity, for several pairs of angular speeds
for w1, w2 in [(omega, omega), (2.0, 7.0), (-3.0, 5.0), (9.0, 4.0)]:
    measured = sliding_velocity(wafer, 0.37, w1, w2)
    formula = 1j * (w1 - w2) * wafer - 1j * w2 * d
    assert np.max(np.abs(measured - formula)) < 1e-7

# Equal rotation: same speed at all places and times
equal_speeds = np.array([np.abs(sliding_velocity(wafer, t, omega, omega))
                         for t in np.linspace(0, 1, 13)])
assert np.max(np.abs(equal_speeds - speed)) < 1e-7

# Opposite rotation: a point of no sliding lies inside the wafer
opposite = np.abs(sliding_velocity(wafer, 0.2, -omega, omega))
still_point = wafer[np.argmin(opposite)]
assert abs(still_point + d / 2) < 1e-9 and opposite.min() < 1e-7
assert abs(opposite.max() - omega * (2 * wafer_radius + d)) < 1e-7

# Trace on the pad: a circle of radius d, run through once per turn
turn = np.linspace(0, 60 / rpm, 20001)
label = 0.11 * np.exp(0.7j)
trace = trace_on_pad(label, turn, omega, omega)
assert np.max(np.abs(np.abs(trace - label) - d)) < 1e-12
path_per_turn = path_length(trace)
assert abs(path_per_turn - 2 * np.pi * d) < 1e-6

# Sliding direction seen from the wafer turns fully and averages to zero
seen_from_wafer = (sliding_velocity(label * np.exp(1j * omega * turn), turn,
                                    omega, omega) * np.exp(-1j * omega * turn))
direction = np.unwrap(np.angle(seen_from_wafer))
assert abs(direction[-1] - direction[0] + 2 * np.pi) < 1e-6
assert abs(np.mean(seen_from_wafer[:-1])) < 1e-6

# Removal: accumulated sliding path must clear the film in the stated time
rate = preston * pressure * speed
clear_time = thickness / rate
long_time = np.linspace(0, clear_time, 200001)
removed = preston * pressure * path_length(
    trace_on_pad(label, long_time, omega, omega))
assert abs(removed / thickness - 1) < 1e-5

# Rate mismatch: spread at one instant, and mean over one wafer turn
w_slow = 2 * np.pi * mismatched_rpm / 60
slow_speeds = np.abs(sliding_velocity(wafer, 0.0, w_slow, omega))
edge_slip = abs(w_slow - omega) * wafer_radius
assert abs(slow_speeds.max() - (speed + edge_slip)) < 1e-7
assert abs(slow_speeds.min() - (speed - edge_slip)) < 1e-7
slow_turn = np.linspace(0, 2 * np.pi / w_slow, 40001)
edge_mean = path_length(trace_on_pad(wafer_radius, slow_turn, w_slow, omega)
                        ) / slow_turn[-1]
mean_excess = edge_mean / speed - 1
series_excess = (edge_slip / speed) ** 2 / 4
# Tolerance covers the next series term and the chord error
assert abs(mean_excess / series_excess - 1) < 2e-3

# Carrier sweep: speed varies in time but not over the wafer
sweep_speeds = []
for t in np.linspace(0, sweep_period, 401):
    now = np.abs(sliding_velocity(wafer, t, omega, omega, swept_centre))
    assert np.ptp(now) < 1e-7
    sweep_speeds.append(now.mean())

# Friction: integrate traction over the wafer and find both motor powers
n_r = 60
mid_r = (np.arange(n_r) + 0.5) * wafer_radius / n_r
cells = mid_r[:, None] * np.exp(1j * angles)
area = mid_r[:, None] * (wafer_radius / n_r) * (2 * np.pi / 72)
slip = sliding_velocity(cells, 0.0, omega, omega)
force_on_pad = friction * pressure * slip / np.abs(slip) * area
pad_torque = np.sum(np.imag(np.conj(d + cells) * force_on_pad))
wafer_torque = np.sum(np.imag(np.conj(cells) * -force_on_pad))
pad_power = -pad_torque * omega
wafer_power = -wafer_torque * omega
heat = friction * pressure * speed * np.pi * wafer_radius ** 2
assert abs(pad_power / heat - 1) < 1e-6
assert abs(wafer_power) < 1e-5 * heat

# Heating estimate if the slurry takes all frictional heat
warming = heat / (slurry_density * slurry_flow * slurry_heat)
end_temperature = start_temperature + warming
rate_factor = np.exp(activation_eV * charge / boltzmann
                     * (1 / start_temperature - 1 / end_temperature))

nm_min = 60e9
print(f"Rotation rate of wafer and pad: {rpm:.0f} rev/min")
print(f"Angular speed: {omega:.4f} rad/s")
print(f"Distance between centres: {d:.3f} m")
print(f"Wafer radius: {wafer_radius:.3f} m")
print(f"Pad radius: {pad_radius:.3f} m")
print(f"Farthest wafer point from pad centre: {d + wafer_radius:.3f} m")
print(f"Uniform sliding speed, formula: {speed:.4f} m/s")
print(f"Lowest speed found on wafer: {equal_speeds.min():.4f} m/s")
print(f"Highest speed found on wafer: {equal_speeds.max():.4f} m/s")
print(f"Sliding path per turn: {path_per_turn:.4f} m")
print(f"Opposite senses, lowest speed: {abs(opposite.min()):.4f} m/s")
print(f"Opposite senses, highest speed: {opposite.max():.4f} m/s")
print(f"Opposite senses, still point at x - d: {still_point.real:.3f} m")
print(f"Pressure: {pressure / 1e3:.1f} kPa")
print(f"Preston coefficient: {preston:.1e} 1/Pa")
print(f"Copper film thickness: {thickness * 1e9:.0f} nm")
print(f"Removal rate: {rate * nm_min:.1f} nm/min")
print(f"Clearing time: {clear_time:.1f} s")
print(f"Mismatched wafer rate: {mismatched_rpm:.0f} rev/min")
print(f"Mismatch, lowest speed at an instant: {slow_speeds.min():.4f} m/s")
print(f"Mismatch, highest speed at an instant: {slow_speeds.max():.4f} m/s")
print(f"Mismatch, edge slip over speed: {100 * edge_slip / speed:.2f} %")
print(f"Mismatch, edge excess of mean speed: {100 * mean_excess:.4f} %")
print(f"Same excess from the series: {100 * series_excess:.4f} %")
print(f"Mismatch, extra edge removal: {thickness * mean_excess * 1e9:.2f} nm")
print(f"Sweep amplitude: {sweep_amplitude * 1e3:.0f} mm")
print(f"Sweep period: {sweep_period:.0f} s")
print(f"Sweep, lowest speed in time: {min(sweep_speeds):.4f} m/s")
print(f"Sweep, highest speed in time: {max(sweep_speeds):.4f} m/s")
print(f"Assumed edge pressure excess: {100 * edge_pressure_excess:.0f} %")
print(f"Extra edge rate from it: {rate * edge_pressure_excess * nm_min:.1f} nm/min")
print(f"Friction coefficient: {friction:.2f} (no unit)")
print(f"Friction power: {heat:.0f} W")
print(f"Slurry flow: {slurry_flow * 60e6:.0f} mL/min")
print(f"Slurry density: {slurry_density:.0f} kg/m^3")
print(f"Slurry specific heat: {slurry_heat:.0f} J/(kg K)")
print(f"Slurry warming if it takes all heat: {warming:.1f} K")
print(f"Starting temperature: {start_temperature:.0f} K")
print(f"Assumed activation energy: {activation_eV:.2f} eV")
print(f"Rate factor from that warming: {rate_factor:.2f} (no unit)")
print("finished without a failed check")
```

Output:

```
Rotation rate of wafer and pad: 60 rev/min
Angular speed: 6.2832 rad/s
Distance between centres: 0.200 m
Wafer radius: 0.150 m
Pad radius: 0.380 m
Farthest wafer point from pad centre: 0.350 m
Uniform sliding speed, formula: 1.2566 m/s
Lowest speed found on wafer: 1.2566 m/s
Highest speed found on wafer: 1.2566 m/s
Sliding path per turn: 1.2566 m
Opposite senses, lowest speed: 0.0000 m/s
Opposite senses, highest speed: 3.1416 m/s
Opposite senses, still point at x - d: -0.100 m
Pressure: 14.0 kPa
Preston coefficient: 5.0e-13 1/Pa
Copper film thickness: 500 nm
Removal rate: 527.8 nm/min
Clearing time: 56.8 s
Mismatched wafer rate: 57 rev/min
Mismatch, lowest speed at an instant: 1.2095 m/s
Mismatch, highest speed at an instant: 1.3038 m/s
Mismatch, edge slip over speed: 3.75 %
Mismatch, edge excess of mean speed: 0.0352 %
Same excess from the series: 0.0352 %
Mismatch, extra edge removal: 0.18 nm
Sweep amplitude: 10 mm
Sweep period: 10 s
Sweep, lowest speed in time: 1.1938 m/s
Sweep, highest speed in time: 1.3195 m/s
Assumed edge pressure excess: 10 %
Extra edge rate from it: 52.8 nm/min
Friction coefficient: 0.30 (no unit)
Friction power: 373 W
Slurry flow: 300 mL/min
Slurry density: 1000 kg/m^3
Slurry specific heat: 4180 J/(kg K)
Slurry warming if it takes all heat: 17.9 K
Starting temperature: 298 K
Assumed activation energy: 0.30 eV
Rate factor from that warming: 1.94 (no unit)
finished without a failed check
```
